# Flat-Band Voltage Shift from the First Moment of Oxide Charge, part 2

Charge inside the oxide of a metal–oxide–semiconductor (MOS) structure shifts the gate voltage $V_G$ at which the semiconductor bands are flat. The gate, an ideal conductor, ends at $x=0$; the oxide, of permittivity $\varepsilon_{ox}$, fills $0<x<t$; the uniformly doped semiconductor, of permittivity $\varepsilon_s$, fills $x>t$. An interface sheet at $x=t$ counts in full as oxide charge, and $t^+$ lies just beyond it.

The algebra uses atomic units (elementary charge 1, $4\pi\varepsilon_0=1$); numerical energies are in eV, with $e$ restored. The potential $\phi$ is zero deep in the semiconductor, $\psi_s=\phi(t)$, $E=-d\phi/dx$ and $D=\varepsilon E$. With work functions $W_m$ (gate) and $W_s$ (semiconductor),

$$
\frac{dD}{dx}=\rho , \tag{2}
$$

$$
V_G=W_m-W_s+\phi(0). \tag{3}
$$

The semiconductor charge density is

$$
\rho_s(\phi)=p_0e^{-\phi/kT}-n_0e^{\phi/kT}-N_A,\qquad p_0=n_0+N_A ,
$$

where $n_0$ is the bulk electron density. It vanishes at $\phi=0$ and otherwise has the opposite sign to $\phi$.

Flat band means $\psi_s=0$. Then $D(t^+)=0$, the semiconductor is neutral, and the gate carries $-Q$. Here

$$
Q=\int_0^t\rho\,dx,\qquad M=\int_0^tx\rho\,dx .
$$

At flat band,

$$
D(x)=-\int_x^t\rho(x')\,dx' . \tag{7}
$$

Integrating this over the oxide and exchanging the order of integration gives $-M$. Without oxide charge, flat band is at $V_G=W_m-W_s$; the charge changes it by

$$
\Delta V_{FB}=-\frac{1}{\varepsilon_{ox}}\int_0^t x\,\rho(x)\,dx . \tag{1}
$$

The example has $t=100$ Å, oxide relative permittivity 4, $e^2/\varepsilon_{ox}=45.238$ eV Å, $W_m=4.10$ eV, $W_s=4.90$ eV and

$$
\rho(x)=\rho_t\frac xt+\sigma_i\,\delta(x-t),
$$

with $\rho_t=2.0\times10^{-6}$ $e$/Å$^3$ and $\sigma_i=5.0\times10^{-5}$ $e$/Å$^2$. Hence $Q=1.5\times10^{-4}$ $e$/Å$^2$, $M=1.1667\times10^{-2}$ $e$/Å and $e\Delta V_{FB}=-0.528$ eV.

### Finding flat band without the moment

The same model was solved numerically with a p-type semiconductor of relative permittivity 12 and acceptor density $1.0\times10^{-7}$ Å$^{-3}$. The nonlinear Poisson equation was solved through oxide and semiconductor together, and the gate voltage was varied until $\psi_s$ vanished. The moment formula plays no part in this search.

The search gives $-0.52778$ eV for the shift, against $-0.52777$ eV from the formula. The gate charge found at that point is $-1.5000\times10^{-4}$ $e$/Å$^2$, which is $-Q$. Both agreements were tested, as was the vanishing of the potential throughout the semiconductor.

The remaining difference, $-3.8\times10^{-6}$ eV, can be traced to the numerical grid. There the distributed charge is lumped on planes $x_k=kh$ with spacing $h=t/N$, and the last plane receives half a cell. For a density proportional to $x$, the moment involves the sum

$$
\begin{aligned}
h\left[\sum_{k=1}^{N}x_k^2-\frac{t^2}{2}\right]
&=h^3\left[\frac{N^3}{3}+\frac{N^2}{2}+\frac N6-\frac{N^2}{2}\right]\\
&=\frac{t^3}{3}+\frac{th^2}{6}.
\end{aligned}
$$

The exact integral is $t^3/3$, so lumping overestimates the moment by $(\rho_t/t)(th^2/6)=\rho_th^2/6$. The computed shift should be too negative by $(e^2/\varepsilon_{ox})\rho_th^2/6$, with $\rho_t$ in units of $e$. Setting this equal to $3.8\times10^{-6}$ eV gives $h=0.50$ Å, which is the spacing used.

### The choice of origin

The first moment of a distribution depends on where distance is measured from, unless the total charge is zero. Moving the origin to $x=c$ changes the moment to

$$
\int_0^t(x-c)\rho\,dx=M-cQ .
$$

Measuring distance from the semiconductor surface instead gives $\int(t-x)\rho\,dx=Qt-M$. In the example this is $3.333\times10^{-3}$ $e$/Å, and it would predict a shift of $-0.151$ eV. The numerical solution rules this out.

The gate is singled out by the physical condition imposed. Flat band makes the semiconductor neutral and puts the image charge on the gate. The field then occupies the region between each charge and the gate, and the voltage is proportional to the length of that region.

### Away from flat band

Measurements sweep the gate voltage through many surface potentials. To see what oxide charge does to the whole curve, the condition $D(t^+)=0$ must be relaxed. Let $D_s$ be the displacement just inside the semiconductor.

First, $D_s$ is fixed by $\psi_s$ alone. Multiply the semiconductor equation $\varepsilon_s\phi''=-\rho_s(\phi)$ by $\phi'$ and integrate from the surface to the bulk. The left side is the integral of a derivative, and on the right $\phi'dx=d\phi$:

$$
\frac{\varepsilon_s}{2}\Big[(\phi')^2\Big]_t^\infty=-\int_{\psi_s}^{0}\rho_s\,d\phi=\int_0^{\psi_s}\rho_s\,d\phi .
$$

The field vanishes in the bulk, so the left side is $-\varepsilon_s\phi'(t^+)^2/2$. Since $D_s=-\varepsilon_s\phi'(t^+)$,

$$
D_s^2=-2\varepsilon_s\int_0^{\psi_s}\rho_s(\phi)\,d\phi . \tag{9}
$$

The right side is positive for either sign of $\psi_s$, because $\rho_s$ is opposite in sign to $\phi$. For $\psi_s>0$ the potential falls toward the bulk and $D_s$ is positive; for $\psi_s<0$ it is negative. At $\psi_s=0$ it vanishes, as flat band requires. The oxide charge does not appear.

Next, repeat the oxide calculation with the new boundary value. Gauss's law gives

$$
D(x)=D_s-\int_x^t\rho(x')\,dx' .
$$

Integrating over the oxide, the constant $D_s$ contributes $tD_s$, and the second term contributes $-M$ by the same exchange of integrals as before. Therefore

$$
\phi(0)=\psi_s+\frac{tD_s-M}{\varepsilon_{ox}},
$$

and

$$
V_G=W_m-W_s+\psi_s+\frac{t}{\varepsilon_{ox}}D_s(\psi_s)-\frac{M}{\varepsilon_{ox}} . \tag{10}
$$

If the oxide charge stays fixed during the sweep, $M$ is a constant. The curve of $V_G$ against $\psi_s$ is then displaced by the same amount at every point. Numerically, the shift is $-0.52778$ eV at $e\psi_s=-0.1$, $0.3$ and $0.6$ eV, the same as at flat band. Setting $\psi_s=0$ in (10) recovers the flat-band result.

The capacitance curve moves rigidly too. The gate charge per unit area is $Q_g=D(0^+)=D_s-Q$, and for fixed $Q$ its change is $dQ_g=dD_s$. Differentiating (10) gives

$$
\frac{1}{C}=\frac{dV_G}{dQ_g}=\frac{d\psi_s}{dD_s}+\frac{t}{\varepsilon_{ox}} .
$$

This is the series combination of semiconductor and oxide capacitances. It depends on $\psi_s$ but not on $M$. Each value of $C$ therefore occurs at a gate voltage displaced by $-M/\varepsilon_{ox}$. The statement applies to the quasi-static capacitance, for which the semiconductor remains in equilibrium.

### If the gate voltage is left unchanged

Suppose the gate is held at the charge-free flat-band voltage, $V_G=W_m-W_s$, after the charge has been added. Equation (10) reduces to

$$
\psi_s+\frac{t}{\varepsilon_{ox}}D_s(\psi_s)=\frac{M}{\varepsilon_{ox}} . \tag{11}
$$

For positive $M$ the solution has $\psi_s>0$. Electron energies are lowered at the surface, so the bands bend downward and holes are depleted. The numerical solution gives $e\psi_s=0.270$ eV. This is smaller than 0.528 eV, because part of the right side of (11) is taken up by the oxide.

The value can be checked by hand. At this surface potential the electrons are negligible, and $p_0\approx N_A$, where $p_0$ is the bulk hole density and $N_A$ the acceptor density. Then $\rho_s\approx N_A(e^{-\phi/kT}-1)$, and

$$
-\int_0^{\psi_s}\rho_s\,d\phi=N_A\left[\psi_s-kT\left(1-e^{-\psi_s/kT}\right)\right]\approx N_A(\psi_s-kT),
$$

since $\psi_s$ is about ten times $kT=0.0259$ eV. Equation (9) becomes $D_s^2\approx2\varepsilon_sN_A(\psi_s-kT)$. With $e^2/\varepsilon_s=180.951/12=15.08$ eV Å,

$$
\frac{D_s}{e}\approx\sqrt{\frac{2(1.0\times10^{-7})(0.244)}{15.08}}\ \text{Å}^{-2}=5.7\times10^{-5}\ \text{Å}^{-2}.
$$

The corresponding oxide term is $(45.238)(100)(5.7\times10^{-5})$ eV, or about 0.26 eV. Added to 0.27 eV it gives 0.53 eV, as (11) demands.

The image charge is now shared. The semiconductor carries about $-5.7\times10^{-5}$ $e$/Å$^2$ and the gate the remaining $-9.3\times10^{-5}$ $e$/Å$^2$. Moving the gate voltage to the new flat-band value transfers the whole image charge to the gate.

### Charge that follows the bias

Interface traps exchange electrons with the semiconductor, so their charge changes as $\psi_s$ changes. A simple model gives them the charge $-G\psi_s$ per unit area, where $G$ is a constant trap density per unit energy and area. They are neutral at flat band, and they become negative when the bands bend downward.

This charge lies at $x=t$, so it adds $-G\psi_st$ to the moment. Through the minus sign in (10), the gate voltage changes by

$$
\delta V_G=+\frac{G\,t}{\varepsilon_{ox}}\psi_s . \tag{12}
$$

The contribution vanishes at flat band and grows linearly away from it. The curve is stretched rather than displaced. For $G=5.0\times10^{-5}$ eV$^{-1}$ Å$^{-2}$, the factor $Gt/\varepsilon_{ox}$ is $(5.0\times10^{-5})(100)(45.238)=0.226$. At $e\psi_s=0.6$ eV the stretch is 0.136 eV, which reduces the displacement from $-0.528$ eV to $-0.392$ eV. The numerical solution gives $-0.39206$ eV there, while the flat-band shift remains $-0.52778$ eV.

Thus (1) does not require the charge to be independent of bias. It requires the density that is present at flat band. Traps that are charged at flat band contribute that charge to $\rho$. For the curve of $V_G$ against $\psi_s$ to move rigidly as well, the moment $M$ must not change with bias. Fixed charge ensures this.

### What one measured shift determines

If $Q\neq0$, define the centroid $\bar x=M/Q$. Then

$$
\Delta V_{FB}=-\frac{Q\bar x}{\varepsilon_{ox}} .
$$

One shift fixes the product $Q\bar x$ and leaves its factors undetermined. In the example $\bar x=77.8$ Å. A single sheet with the full charge $Q$ at that depth would give the same shift.

A shift can also be expressed as an equivalent interface charge,

$$
Q_{eq}=\frac Mt=-C_{ox}\Delta V_{FB},
$$

where $C_{ox}=\varepsilon_{ox}/t$. Here $Q_{eq}=1.17\times10^{-4}$ $e$/Å$^2$, smaller than the actual $1.5\times10^{-4}$ $e$/Å$^2$. For a density that is nowhere negative this ordering is general: $x\le t$ implies $M\le Qt$, hence $Q\ge Q_{eq}$. With charges of both signs the inequality can fail. A neutral dipole layer whose positive sheet is farther from the gate has $Q=0$ but $M>0$, so $Q<Q_{eq}$.

The dependence on thickness carries further information, provided the interface charge per unit area and the volume density are the same in each sample. A fixed interface sheet gives $|\Delta V_{FB}|=|\sigma_i|t/\varepsilon_{ox}$, linear in $t$. A uniform density $\rho_0$ gives $|\rho_0|t^2/(2\varepsilon_{ox})$, quadratic in $t$. If the density or the interface charge changes with thickness, these powers of $t$ need not hold, and the two cases can look alike. An interface charge proportional to $t$, for example, also gives a quadratic shift.

### Where the formula must be changed

**Nonuniform permittivity.** If $\varepsilon$ depends on $x$, it cannot be taken outside the integral for the oxide drop. At flat band $D(x)=-\int_x^t\rho\,dx'$ still holds, and exchanging the integrals gives

$$
\Delta V_{FB}=-\int_0^tdx'\,\rho(x')\int_0^{x'}\frac{dx}{\varepsilon(x)} .
$$

The factor $x'/\varepsilon_{ox}$ is replaced by the inverse of the capacitance per unit area between the gate and the charge. For constant $\varepsilon$ the inner integral is $x'/\varepsilon_{ox}$, and (1) returns.

**Field penetration into the gate.** In a gate that screens over a length $\lambda$, with permittivity $\varepsilon_g$, take the displacement inside as $D(x)=D(0)e^{x/\lambda}$ for $x<0$. At flat band $D(0)=-Q$. The additional potential drop is

$$
\int_{-\infty}^0\frac{D(x)}{\varepsilon_g}\,dx=-\frac{Q\lambda}{\varepsilon_g} .
$$

The shift becomes $-M/\varepsilon_{ox}-Q\lambda/\varepsilon_g$. The image charge now lies on average a distance $\lambda$ behind the gate surface, so even charge at $x=0$ has an effect. For $\lambda\to0$ the ideal gate is recovered. The exponential form assumes linear screening. In a nondegenerate doped-semiconductor gate this requires the drop $|Q|\lambda/\varepsilon_g$ to be small compared with $kT$. For an n-type gate with donor density $1.0\times10^{-5}$ Å$^{-3}$ and relative permittivity 12, $\lambda=13$ Å and the linear term for the charge of the example is $-0.030$ eV. Boltzmann statistics give $-0.025$ eV instead, and $+0.037$ eV for a charge of the opposite sign. The gate term then depends on bias, reaching $-0.031$ eV at $e\psi_s=0.6$ eV, so the curve no longer moves rigidly.

**Charge that varies along the plane.** Consider two wide regions with different moments $M_1$ and $M_2$, and neglect their common edge. Each obeys the one-dimensional result, so their flat-band voltages differ by $|M_2-M_1|/\varepsilon_{ox}$ in magnitude. One gate voltage cannot flatten the bands in both, and the structure has no single flat-band voltage. When $M_1=M_2$ the two values coincide, even if the charge profiles differ in depth.

Charge also varies along the plane because it consists of single elementary charges. A sheet of $1.0\times10^{-4}$ $e$/Å$^2$ holds one of them per square of side 100 Å, which is as wide as the oxide in the example is thick. Equation (1) replaces such a sheet by its average over the plane. Near a single charge at the interface the potential departs from this average, and the bands are not flat there. For evenly spaced positive charges at this density on the model semiconductor, $e\psi_s$ is about $+0.1$ eV at 10 Å from a charge and about $-0.02$ eV midway between charges. The gate voltages that make the mean surface potential vanish and that make the semiconductor neutral on average then differ slightly. Both lie within about 3 meV of the averaged-sheet value $-0.452$ eV.

The numerical output below lists the computed shifts, the gate charge and the results at the other surface potentials.

## Numbers as computed

```
INPUTS (model parameters)
oxide thickness t = 100.0 angstrom
relative permittivity: oxide 4.0, semiconductor 12.0
work functions: gate 4.10 eV, semiconductor 4.90 eV
acceptor density = 1.0e-07 per angstrom^3
bulk electron density = 1.0e-21 per angstrom^3
thermal energy kT at 300 K = 0.02585 eV
rho at x = t (linear from 0 at gate) = 2.00e-06 e/angstrom^3
interface sheet = 5.00e-05 e/angstrom^2
MOMENT FORMULA
e^2/eps_0 = 180.9513 eV angstrom
e^2/eps_ox = 45.2378 eV angstrom
total oxide charge Q = 1.5000e-04 e/angstrom^2
moment of distributed charge = 6.666667e-03 e/angstrom
moment of interface sheet = 5.000000e-03 e/angstrom
total first moment = 1.166667e-02 e/angstrom
charge centroid from gate = 77.778 angstrom
e*shift from moment formula = -0.52777 eV
e*shift from nested field integral = -0.52777 eV
main result converted: shift = -0.52777 V
POISSON SOLVER
e*V_FB without oxide charge = -0.80000 eV
e*V_FB with oxide charge = -1.32778 eV
e*shift from solver = -0.52778 eV
solver minus formula = -3.8e-06 eV
gate charge at flat band = -1.5000e-04 e/angstrom^2
e*surface potential at charge-free V_FB = 0.270 eV
wrong e*shift, moment from semiconductor = -0.15079 eV
SINGLE SHEET of 1.0e-04 e/angstrom^2, solver
sheet at x = 25 angstrom: e*shift = -0.11309 eV
sheet at x = 50 angstrom: e*shift = -0.22619 eV
sheet at x = 75 angstrom: e*shift = -0.33928 eV
sheet at x = 100 angstrom: e*shift = -0.45238 eV
SHIFT AT OTHER SURFACE POTENTIALS, solver
trap density G = 5.0e-05 per eV per angstrom^2
e*psi_s = 0.0 eV: with traps -0.52778 eV
e*psi_s = -0.1 eV: fixed only -0.52778 eV, with traps -0.55040 eV
e*psi_s = 0.3 eV: fixed only -0.52778 eV, with traps -0.45992 eV
e*psi_s = 0.6 eV: fixed only -0.52778 eV, with traps -0.39206 eV
```
